\section*{The first maximum of the adatom density in irreversible nucleation}

\section{Problem}

Atoms land on a bare crystal terrace with flux $F$ (atoms per area and time) and diffuse over it with coefficient $D$. Two adatoms that meet form an island that neither moves nor breaks up, and every adatom that reaches an island stays there. Let $n$ be the density of adatoms and $N$ the density of islands. In mean field,
\begin{align}
\frac{dn}{dt} &= F-2D\sigma_1 n^2-D\sigma nN, \label{n}\\
\frac{dN}{dt} &= D\sigma_1 n^2, \qquad n(0)=N(0)=0. \label{N}
\end{align}
The dimensionless capture numbers $\sigma_1$ (adatom by adatom) and $\sigma$ (adatom by island) are positive constants. The factor 2 appears because each new island uses up two adatoms. Desorption, surface steps and landing directly on adatoms or islands are neglected.

The deposited amount is $\Theta=Ft$. If areas are counted in surface sites, $\Theta$ is the coverage in monolayers (ML) and $F/D$ is a pure number. No $\hbar$ occurs, so the equations read the same in atomic units.

Show that $n$ passes through a single maximum. How do its height $n_{\max}$ and the coverage $\Theta_{\max}$ at which it occurs depend on $F/D$ when the capture numbers are held fixed?

\section{A tempting solution}

At a maximum $dn/dt=0$. Islands are the main sinks, so the dimer term in \eqref{n} is dropped, which leaves
\begin{equation}
F\simeq D\sigma nN \quad\Rightarrow\quad n\simeq\frac{F}{D\sigma N}. \label{qs}
\end{equation}
Inserting this in \eqref{N} gives
\begin{equation}
\frac{dN}{dt}=\frac{\sigma_1F^2}{D\sigma^2N^2}
\quad\Rightarrow\quad N^2\,dN=\frac{\sigma_1F^2}{D\sigma^2}\,dt .
\end{equation}
Integration from $N=0$, with $Ft=\Theta$, yields
\begin{equation}
N=\left(\frac{3\sigma_1}{\sigma^2}\frac FD\,\Theta\right)^{1/3},
\qquad
n=\left(\frac FD\right)^{2/3}(3\sigma_1\sigma\Theta)^{-1/3}. \label{late}
\end{equation}
The maximum is then taken to lie at some fixed small coverage where the balance sets in, and the conclusion is $n_{\max}\propto(F/D)^{2/3}$.

\section{Where it fails}

The density in \eqref{late} obeys $dn/dt=-n/(3t)$, which is never zero. A formula that falls at all times cannot locate a maximum. It describes the later decline, when islands already take up nearly all arriving atoms. The condition $dn/dt=0$ is correct at the peak, but it does not hold during the rise before it, so \eqref{qs} cannot be used to follow $N$ up to the peak. For capture numbers of similar size the dropped dimer term is not small at the peak either. Finally, nothing justifies holding the peak coverage fixed while $F/D$ changes.

The error is large. Direct integration of \eqref{n} and \eqref{N} with $\sigma_1=\sigma=3$ gives $n_{\max}=1.15\times10^{-3}$ per site at $D/F=10^5$ and $1.15\times10^{-6}$ at $D/F=10^{11}$. The density falls by a factor $10^3$, whereas the power $2/3$ would require $10^4$.

\section{Solution}

\subsection{Removing $F$ and $D$}

Measure both densities and the deposited amount in one common unit $s$:
\begin{equation}
n=s\,x,\qquad N=s\,y,\qquad Ft=s\,\tau,\qquad
s=\left(\frac{F}{\sigma_1D}\right)^{1/2}.
\end{equation}
Since $dt=s\,d\tau/F$, the left sides become
\begin{equation}
\frac{dn}{dt}=F\frac{dx}{d\tau},\qquad \frac{dN}{dt}=F\frac{dy}{d\tau}.
\end{equation}
The choice of $s$ makes $D\sigma_1s^2=F$. With $\kappa=\sigma/\sigma_1$ it follows that $D\sigma s^2=\kappa F$. Every term then carries one factor $F$, which cancels:
\begin{equation}
x'=1-2x^2-\kappa xy,\qquad y'=x^2,\qquad x(0)=y(0)=0. \label{scaled}
\end{equation}
The prime denotes $d/d\tau$. Neither $F$ nor $D$ is left in the equations or in the initial conditions. The bare initial surface matters here: a fixed nonzero initial density would become $n(0)/s$ and bring $F/D$ back.

\subsection{There is one maximum}

First, $x>0$ for all $\tau>0$. It starts with slope 1, and a first return to zero would need a slope that is zero or negative, while \eqref{scaled} gives $x'=1$ wherever $x=0$. Hence $y$ increases. Also, $x$ cannot reach $1/\sqrt2$, because there $x'=-\kappa xy<0$. The solution therefore stays finite at every finite $\tau$.

Suppose that $x'$ never vanished. Then $x$ would rise for ever and exceed $c=x(1)>0$ for all $\tau>1$. This would give $y>c^2(\tau-1)$ and $\kappa xy>\kappa c^3(\tau-1)$, which grows without limit. Equation \eqref{scaled} would then make $x'$ negative, a contradiction. A stationary point therefore exists.

Differentiating \eqref{scaled} gives
\begin{equation}
x''=-4xx'-\kappa x'y-\kappa xy'.
\end{equation}
At a stationary point $x'=0$, and $y'=x^2$, so
\begin{equation}
x''=-\kappa x^3<0 .
\end{equation}
Every stationary point is thus a strict maximum. Two maxima would need a minimum between them, so there is just one.

\subsection{The scaling laws}

Let the maximum of \eqref{scaled} have height $x_m$ and lie at $\tau_m$. Both are finite positive numbers that depend on $\kappa$ alone. Returning to the original variables,
\begin{equation}
\boxed{\;
n_{\max}=x_m(\kappa)\left(\frac{F}{\sigma_1D}\right)^{1/2},\qquad
\Theta_{\max}=\tau_m(\kappa)\left(\frac{F}{\sigma_1D}\right)^{1/2}.\;}
\label{result}
\end{equation}
At fixed capture numbers both quantities scale as $(F/D)^{1/2}$. Within this model the law holds at any $F/D$. The model itself needs $\Theta_{\max}\ll1$, since it ignores the area that islands cover.

Numerical solution of \eqref{scaled} gives the constants, with $y_m$ the scaled island density at the peak:
\begin{center}
\begin{tabular}{cccc}
$\kappa$ & $\tau_m$ & $x_m$ & $y_m$\\
0.1 & 2.069 & 0.691 & 0.672\\
1 & 1.359 & 0.631 & 0.321\\
10 & 0.819 & 0.493 & 0.104
\end{tabular}
\end{center}
At the peak the flux is shared according to $2x_m^2+\kappa x_my_m=1$. For $\kappa=1$ the dimer term is $2(0.631)^2\simeq0.80$ and the island term is $0.631\times0.321\simeq0.20$. For this $\kappa$ the tempting solution dropped the larger sink. At $\kappa=10$ the two sinks are nearly equal.

\subsection{Agreement with the late law}

In scaled form, \eqref{late} reads $x=(3\kappa\tau)^{-1/3}$ and $y=(3\tau/\kappa^2)^{1/3}$. The terms dropped to obtain it are $2x^2\propto\tau^{-2/3}$ and $x'\propto\tau^{-4/3}$. For $\kappa$ of order one they are small when $\tau\gg1$, well past the peak, but the approach is slow. For $\kappa=1$ the island density lies 30\% below the late law at $\tau=10$ and 6\% below at $\tau\simeq140$ (0.1 ML in the iron example below), where its local exponent in $F/D$ is 0.31 instead of $1/3$.

At a \emph{fixed coverage} in that range, $n\propto(F/D)^{2/3}$ and $N\propto(F/D)^{1/3}$. Integration to $0.1$ ML for $D/F=10^{10}$ and $10^{12}$, with $\sigma_1=\sigma=3$, gives the exponents 0.667 and 0.333.

The peak lies instead at fixed $\tau$, so its coverage moves as $(F/D)^{1/2}$. The factor $\Theta^{-1/3}$ in \eqref{late} then contributes the power $-1/6$, and $2/3-1/6=1/2$. The two laws compare different points on the curves.

\subsection{The exceptional case of no island capture}

For $\kappa=0$, \eqref{scaled} reduces to $x'=1-2x^2$. Separating the variables,
\begin{equation}
\tau=\int_0^x\frac{du}{1-2u^2}=\frac{\operatorname{artanh}(\sqrt2\,x)}{\sqrt2}
\quad\Rightarrow\quad x=\frac{\tanh(\sqrt2\,\tau)}{\sqrt2}.
\end{equation}
The density rises for ever towards $1/\sqrt2$. Dimer formation alone limits the density but produces no maximum.

For small positive $\kappa$ the peak is late. The remaining rise has slope
\begin{equation}
\operatorname{sech}^2(\sqrt2\,\tau)\simeq4e^{-2\sqrt2\,\tau}.
\end{equation}
Against it works a slow fall. Put $x=1/\sqrt2+\delta$ in the balance $2x^2+\kappa xy=1$. To first order in $\kappa$,
\begin{equation}
2\sqrt2\,\delta+\frac{\kappa y}{\sqrt2}=0
\quad\Rightarrow\quad \delta=-\frac{\kappa y}{4}.
\end{equation}
On the plateau $y'=x^2\simeq1/2$, so this part has slope $-\kappa/8$. The slopes cancel when $4e^{-2\sqrt2\,\tau_m}=\kappa/8$, or
\begin{equation}
\tau_m\simeq\frac{\ln(32/\kappa)}{2\sqrt2},\qquad \kappa\ll1 .
\end{equation}
At $\kappa=10^{-4}$ this gives 4.4817, against 4.4818 from integration. The exponent $1/2$ survives at any fixed $\kappa>0$, but the prefactor of the coverage diverges logarithmically as $\kappa\to0$.

\section{Numbers for iron on Fe(001)}

Take rough values for growth near room temperature: hop barrier 0.45 eV, total hop prefactor $10^{12}\ \mathrm{s^{-1}}$, surface lattice constant $a=0.29$ nm, $F=0.01$ ML/s and $T=300$ K, where $k_BT=0.025852$ eV. The capture numbers $\sigma_1=\sigma=3$ are round model values. The total hop rate is
\begin{equation}
h=10^{12}\,e^{-0.45/0.025852}\ \mathrm{s^{-1}}\simeq2.76\times10^4\ \mathrm{s^{-1}} .
\end{equation}
On a square lattice the mean square displacement is $ha^2t=4Dt$. Hence $D=h/4=6.89\times10^3$ sites/s, $D/F=6.89\times10^5$, and
\begin{equation}
s=(3\times6.89\times10^5)^{-1/2}=6.96\times10^{-4}.
\end{equation}
With the constants for $\kappa=1$,
\begin{align}
n_{\max}&=0.631\,s\simeq4.4\times10^{-4}\ \text{per site}
\simeq5.2\times10^{-3}\ \mathrm{nm^{-2}},\\
\Theta_{\max}&=1.359\,s\simeq9.5\times10^{-4}\ \text{ML}.
\end{align}
The peak comes after $\Theta_{\max}/F\simeq0.095$ s, while a full layer takes 100 s. The island density is then $0.321\,s\simeq2.2\times10^{-4}$ per site. The mean island size, $(\Theta_{\max}-n_{\max})/N$, is about 2.3 atoms, so most islands are still very small.

The counting behind \eqref{n} and \eqref{N} was tested with a random jump process that adds single atoms, forms dimers and attaches adatoms at the stated mean rates. Ten runs on $10^7$ sites, stopped at $\Theta_{\max}$, gave mean densities within 1\% of the rate-equation values for both $n$ and $N$.

\subsection{What the model leaves out}

\paragraph{Variable capture numbers.} For the example, with a 100 nm terrace, this is the largest of the neglected effects sized here; on terraces of about 30 nm or less the steps shift the peak more. Around a sink of radius $a$, the quasi-static adatom density is $n[1-K_0(r/\xi)/K_0(a/\xi)]$, where $\xi$ is the capture length and $K_0$, $K_1$ are modified Bessel functions. The inward current $2\pi aD\,\partial_rn$ at $r=a$, divided by $Dn$, is the capture number:
\begin{equation}
\sigma=2\pi X\frac{K_1(X)}{K_0(X)},\qquad X=\frac a\xi,\qquad
\xi^{-2}=\sigma(2n+N).
\end{equation}
The same $\sigma$ is used here for adatoms and islands. For small $X$ it tends to $2\pi/\ln(1/X)$, so capture weakens as the densities fall. A larger $D/F$ then lowers $n_{\max}$ less than \eqref{result} says.

For the example, $\sigma\simeq2.0$ at the peak. The relaxation time $\xi^2/D$ is then about half the time to the peak, so the quasi-static field is only a rough approximation and the shifts below are estimates. Relative to the model with $\sigma=3$, $n_{\max}$ rises by 23\% and $\Theta_{\max}$ by 16\%. Between $D/F$ and $100D/F$ the effective exponents are 0.465 for the density and 0.461 for the coverage. Between $10^{12}$ and $10^{14}$ both are about 0.48. The power $1/2$ thus belongs to constant capture numbers, and in this estimate it is approached slowly.

\paragraph{Steps.} With absorbing steps at both ends of a 100 nm terrace, a reaction-diffusion calculation lowers the peak of the terrace-averaged density by 7.7\% relative to the infinite terrace. The capture length at the peak is about 5 nm, so the depleted strips are narrow compared with this terrace. On narrower terraces they take up a larger share of the area and the peak is lowered more, roughly in inverse proportion to the width as long as the strips stay well apart.

\paragraph{Direct impingement.} Let an atom be captured at once if it lands on any of 5 sites per adatom or 4 per island atom. The added terms in \eqref{scaled} are smaller than the others by a factor of order $s$, so the relative shift of the peak scales as $(F/D)^{1/2}$. It is $-0.32\%$ here and $-0.032\%$ at 100 times the $D/F$.

\paragraph{Break-up and desorption.} With a rough dimer bond of 0.5 eV, and three of the four hop directions of each atom breaking the bond, the break-up rate is $1.5\,h\,e^{-0.5\,\mathrm{eV}/k_BT}$. This gives $1.6\times10^{-5}$ events per dimer in the time to the peak. At the same flux the number reaches 0.1 near 440 K. In the rate equations with break-up included, this raises $n_{\max}$ by only about 1.5\% and $\Theta_{\max}$ by 4\%, but it lowers the island density at 0.1 ML by about 18\%; at 500 K $n_{\max}$ itself rises by about 19\%. With the same prefactor and a desorption barrier of 0.77 eV, an adatom present during the whole time to the peak would have a 1\% chance of desorbing. Iron is bound to its own surface by several eV, so this loss is negligible.

\paragraph{The real surface.} The inputs are rough values. Both main results scale as $D^{-1/2}$, so a tenfold change in $D$ moves them by a factor of about 3, more than any correction sized above. A tenfold change in the hop prefactor has this effect, and so does a shift of the hop barrier by only $k_BT\ln10\simeq0.06$ eV. Mobile dimers and spatial correlations between islands are not included. The values are therefore order-of-magnitude estimates for Fe(001). Further digits are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
hop barrier (rough) = 0.45 eV
total hop prefactor (rough) = 1e+12 1/s
temperature = 300 K, kT = 0.02585 eV
surface lattice constant (rough) = 0.29 nm
flux = 0.01 ML/s; capture numbers s1 = 3, s = 3
total hop rate = 2.7563e+04 1/s
D = 6.8908e+03 sites/s, D/F = 6.8908e+05
scale sqrt(F/(s1 D)) = 6.9551e-04 per site
kappa = 0.01: tau_m = 2.85843, x_m = 0.70443, y_m = 1.07284
kappa = 0.1: tau_m = 2.06912, x_m = 0.69050, y_m = 0.67243
kappa = 1: tau_m = 1.35922, x_m = 0.63140, y_m = 0.32100
kappa = 10: tau_m = 0.81887, x_m = 0.49335, y_m = 0.10402
kappa = 1e-04: tau_m = 4.4818, log formula 4.4817
kappa = 1e-06: tau_m = 6.1098, log formula 6.1098
peak adatom density = 4.3914e-04 per site = 5.2217e-03 nm^-2
coverage at peak = 9.4535e-04 ML, time = 0.0945 s
island density at peak = 2.2326e-04 per site
mean island size at peak = 2.267 atoms
scan: F (ML/s), D (sites/s), n_max (per site), coverage (ML)
  0.01, 1e+03, 1.1528e-03, 2.4816e-03
  1, 1e+07, 1.1528e-04, 2.4816e-04
  0.1, 1e+08, 1.1528e-05, 2.4816e-05
  0.001, 1e+08, 1.1528e-06, 2.4816e-06
s1=3, s=3: exponent n_max 0.500000, coverage 0.500000
s1=2, s=7: exponent n_max 0.500000, coverage 0.500000
at 0.1 ML, D/F 1e10 to 1e12: exponent n 0.6669, N 0.3329
jump process, 10 runs of 1e+07 sites, at the peak coverage:
  n = 4.3766e-04, N = 2.2471e-04 per site
field-dependent capture numbers, capture radius one lattice constant:
  capture number at peak = 2.032
  n_max = 5.3889e-04 per site, coverage = 1.0935e-03 ML
  change of n_max = 22.7 %, of coverage = 15.7 %
  exponents from D/F to 100 D/F: n_max 0.4645, coverage 0.4610
  exponents from 1e12 to 1e14: n_max 0.4827, coverage 0.4818
direct impingement: change of n_max = -0.323 %
  same at 100 times D/F = -0.0323 %
capture length at peak = 5.04 nm
steps, 100 nm terrace: change of mean n_max = -7.7 %
  change of coverage at the mean peak = 0.0 %
dimer bond (rough) = 0.5 eV
break-ups per dimer up to the peak = 1.6e-05
temperature where this reaches 0.1 = 436 K
desorption barrier for 1 % loss by the peak = 0.77 eV
\end{verbatim}
